**Gaussian density matrix of a nondegenerate electron gas and its Fermi-Dirac limits**

For noninteracting electrons with Boltzmann occupation, the spin-summed density matrix is $\rho(r)=n\,e^{-\pi r^2/\lambda^2}$, with $n=gz/\lambda^3$ and $\lambda=\sqrt{2\pi/T}$ in Hartree atomic units. Here $r$ is the separation of the two points, $T$ the temperature as an energy, $\mu$ the chemical potential, $z=e^{\mu/T}$ the fugacity and $g=2$ the spin degeneracy. The program evaluates the defining Fourier integral by quadrature and asserts agreement with the Gaussian for Boltzmann occupation, and with a fugacity series and a sum over complex poles for Fermi-Dirac occupation. An explicit three-dimensional plane-wave sum tests the angular integration. Further assertions cover an absolute error bound on a grid up to $3\lambda$, a relative bound in the core, and the estimate of the first sign change. The output shows that at $\mu=-5T$ the Gaussian with the same density is accurate to about 1% at $r=\lambda$, while at $\mu=-T$ it is off by 40%. Near $2\lambda$ the Fermi-Dirac density matrix for $\mu=-5T$ changes sign, and at $3\lambda$ its first pair of poles reproduces it to within 1%.

## Numerical verification

```python
"""
Density matrix of a noninteracting electron gas in three dimensions.
Result under test: with Boltzmann occupation z*exp(-k^2/2T),
    rho(r) = n exp(-pi r^2/lambda^2),  n = g z/lambda^3,  lambda = sqrt(2 pi/T),
and Fermi-Dirac occupation at negative mu approaches this for small z at
fixed r/lambda, but has an oscillating exponential tail at large r.
Symbols (Hartree atomic units): T temperature as an energy, mu chemical
potential, z = exp(mu/T), g = 2 spin degeneracy, r separation of two points.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import expit

g = 2
T = 0.05
lam = np.sqrt(2 * np.pi / T)
hartree = const.physical_constants["Hartree energy"][0]
bohr = const.physical_constants["Bohr radius"][0]

k_grid = np.linspace(0.0, 12 * np.sqrt(T), 4001)
dk = k_grid[1] - k_grid[0]


def boltzmann(k2, mu):
    return np.exp((mu - k2 / 2) / T)


def fermi(k2, mu):
    return expit((mu - k2 / 2) / T)


def rho_quad(r, mu, occupation):
    """Radial quadrature of the defining Fourier integral."""
    values = k_grid**2 * np.sinc(k_grid * r / np.pi) * occupation(k_grid**2, mu)
    return g / (2 * np.pi**2) * dk * (values.sum() - 0.5 * values[-1])


def rho_box(r, mu, occupation):
    """Explicit plane-wave sum in a periodic cube, r along (1,2,2)/3."""
    side = 8 * lam
    k = 2 * np.pi / side * np.arange(-30, 31)
    kx, ky, kz = np.meshgrid(k, k, k, indexing="ij", sparse=True)
    phase = np.cos((kx + 2 * ky + 2 * kz) * r / 3)
    return g / side**3 * np.sum(occupation(kx**2 + ky**2 + kz**2, mu) * phase)


def gaussian(r):
    return np.exp(-np.pi * r**2 / lam**2)


def rho_series(r, mu):
    l = np.arange(1, 201)
    terms = (-1.0)**(l + 1) * np.exp(l * mu / T) / l**1.5
    return g / lam**3 * np.sum(terms * np.exp(-np.pi * r**2 / (l * lam**2)))


def pole_terms(r, mu, count):
    omega = (2 * np.arange(count) + 1) * np.pi * T
    size = np.sqrt(mu**2 + omega**2)
    a, b = np.sqrt(size + mu), np.sqrt(size - mu)
    return -g * T / (np.pi * r) * np.exp(-b * r) * np.cos(a * r)


# Thermal wavelength from its definition in SI units
kelvin = T * hartree / const.k
lam_si = const.h / np.sqrt(2 * np.pi * const.m_e * const.k * kelvin)
assert abs(lam_si / bohr / lam - 1) < 1e-7

print(f"temperature T = {T:.3f} hartree = {kelvin:.0f} K")
print(f"thermal wavelength lambda = {lam:.4f} bohr = {lam_si*1e9:.4f} nm")
print(f"1/e distance of the Gaussian = {lam/np.sqrt(np.pi):.4f} bohr")

shift_of_zero = []
for ratio in (-1, -3, -5):
    mu = ratio * T
    z = np.exp(ratio)
    n_b = g * z / lam**3
    n_fd = rho_quad(0.0, mu, fermi)

    # Definition against the Gaussian, the series and the pole sum
    for x in (0.0, 0.5, 1.0, 1.5, 2.0, 3.0):
        r = x * lam
        exact_fd = rho_quad(r, mu, fermi)
        assert abs(rho_quad(r, mu, boltzmann) - n_b * gaussian(r)) < 1e-13 * n_b
        assert abs(exact_fd - rho_series(r, mu)) < 1e-13 * n_b
        if x > 0:
            assert abs(exact_fd - pole_terms(r, mu, 400).sum()) < 1e-12 * n_b
    for x in (0.7, 1.6):
        for occ in (boltzmann, fermi):
            difference = rho_box(x * lam, mu, occ) - rho_quad(x * lam, mu, occ)
            assert abs(difference) < 1e-10 * n_b

    # Uniform absolute bound and relative bound in the core
    for x in np.linspace(0, 3, 61):
        r = x * lam
        fd, bo = rho_quad(r, mu, fermi), n_b * gaussian(r)
        assert abs(fd - bo) <= n_b * z / 2**1.5
        growth = z * np.exp(np.pi * x**2 / 2)
        if growth < 1:
            assert 0 < 1 - fd / bo < growth / 2**1.5

    # First sign change against the two-term estimate
    r_star = lam * np.sqrt(2 / np.pi * np.log(2**1.5 / z))
    r_zero = brentq(lambda r: rho_quad(r, mu, fermi) / n_b,
                    0.8 * r_star, 1.3 * r_star, xtol=1e-10)
    scan = np.linspace(0, 0.999 * r_zero, 200)
    assert all(rho_quad(r, mu, fermi) > 0 for r in scan)
    shift_of_zero.append(abs(r_zero / r_star - 1))

    fd_lam = rho_quad(lam, mu, fermi)
    print(f"--- mu/T = {ratio}, mu = {mu:.3f} hartree, z = {z:.6f}")
    print(f"Boltzmann density n_B = {n_b:.5e} bohr^-3")
    print(f"Fermi-Dirac density n_FD = {n_fd:.5e} bohr^-3"
          f" = {n_fd/(bohr*100)**3:.4e} cm^-3")
    print(f"n_FD/n_B = {n_fd/n_b:.6f}, n_FD*lambda^3 = {n_fd*lam**3:.6f}")
    print(f"bound on |rho_FD-rho_B|/n_B, any r: {z/2**1.5:.6f}")
    print(f"at r=lambda, same mu: 1-rho_FD/rho_B = {1-fd_lam/(n_b*gaussian(lam)):.6f}"
          f", bound {z/2**1.5*np.exp(np.pi/2):.6f}")
    print(f"at r=lambda, own density: 1-rho_FD/(n_FD*Gaussian) = "
          f"{1-fd_lam/(n_fd*gaussian(lam)):.6f}")
    print(f"first zero of rho_FD: {r_zero/lam:.4f} lambda = {r_zero:.3f} bohr;"
          f" estimate r* = {r_star/lam:.4f} lambda")

assert shift_of_zero[0] > shift_of_zero[1] > shift_of_zero[2]
assert shift_of_zero[2] < 0.01

# Table for the most dilute case, the last one of the loop
print("--- table for mu/T = -5: r/lambda, r in bohr, Gaussian, rho_FD/n_FD")
for x in (0.0, 0.25, 0.5, 1.0, 1.5, 2.0, 2.5, 3.0):
    r = x * lam
    print(f"{x:.2f}  {r:7.3f}  {gaussian(r):.5e}  {rho_quad(r, mu, fermi)/n_fd:.5e}")

r_far = 3 * lam
full = rho_quad(r_far, mu, fermi)
first = pole_terms(r_far, mu, 1)[0]
assert abs(first / full - 1) < 0.02
assert abs(full) > 100 * n_fd * gaussian(r_far)
size = np.sqrt(mu**2 + (np.pi * T)**2)
print(f"first pole: b_0 = {np.sqrt(size-mu):.5f} bohr^-1,"
      f" a_0 = {np.sqrt(size+mu):.5f} bohr^-1")
print(f"first pole term/n_FD at 3 lambda = {first/n_fd:.5e}")
print("success")
```

Printed output:

```
temperature T = 0.050 hartree = 15789 K
thermal wavelength lambda = 11.2100 bohr = 0.5932 nm
1/e distance of the Gaussian = 6.3246 bohr
--- mu/T = -1, mu = -0.050 hartree, z = 0.367879
Boltzmann density n_B = 5.22301e-04 bohr^-3
Fermi-Dirac density n_FD = 4.65391e-04 bohr^-3 = 3.1406e+21 cm^-3
n_FD/n_B = 0.891040, n_FD*lambda^3 = 0.655590
bound on |rho_FD-rho_B|/n_B, any r: 0.130065
at r=lambda, same mu: 1-rho_FD/rho_B = 0.464395, bound 0.625675
at r=lambda, own density: 1-rho_FD/(n_FD*Gaussian) = 0.398898
first zero of rho_FD: 1.2466 lambda = 13.975 bohr; estimate r* = 1.1395 lambda
--- mu/T = -3, mu = -0.150 hartree, z = 0.049787
Boltzmann density n_B = 7.06857e-05 bohr^-3
Fermi-Dirac density n_FD = 6.94742e-05 bohr^-3 = 4.6883e+20 cm^-3
n_FD/n_B = 0.982860, n_FD*lambda^3 = 0.097867
bound on |rho_FD-rho_B|/n_B, any r: 0.017602
at r=lambda, same mu: 1-rho_FD/rho_B = 0.080958, bound 0.084676
at r=lambda, own density: 1-rho_FD/(n_FD*Gaussian) = 0.064931
first zero of rho_FD: 1.6247 lambda = 18.213 bohr; estimate r* = 1.6037 lambda
--- mu/T = -5, mu = -0.250 hartree, z = 0.006738
Boltzmann density n_B = 9.56627e-06 bohr^-3
Fermi-Dirac density n_FD = 9.54357e-06 bohr^-3 = 6.4403e+19 cm^-3
n_FD/n_B = 0.997626, n_FD*lambda^3 = 0.013444
bound on |rho_FD-rho_B|/n_B, any r: 0.002382
at r=lambda, same mu: 1-rho_FD/rho_B = 0.011389, bound 0.011460
at r=lambda, own density: 1-rho_FD/(n_FD*Gaussian) = 0.009037
first zero of rho_FD: 1.9654 lambda = 22.032 bohr; estimate r* = 1.9609 lambda
--- table for mu/T = -5: r/lambda, r in bohr, Gaussian, rho_FD/n_FD
0.00    0.000  1.00000e+00  1.00000e+00
0.25    2.802  8.21725e-01  8.21524e-01
0.50    5.605  4.55938e-01  4.55417e-01
1.00   11.210  4.32139e-02  4.28234e-02
1.50   16.815  8.51438e-04  7.84610e-04
2.00   22.420  3.48734e-06  -8.32441e-07
2.50   28.025  2.96926e-09  -1.14833e-07
3.00   33.630  5.25549e-13  -1.05580e-09
first pole: b_0 = 0.73841 bohr^-1, a_0 = 0.21273 bohr^-1
first pole term/n_FD at 3 lambda = -1.04887e-09
success
```
